# Cluster expansion, Monte Carlo and thermodynamic integration for an adlayer phase diagram

## Two sites, then three

Take two neighbouring adsorption sites with occupations $n_1,n_2\in\{0,1\}$, and energies measured from the clean surface. The algebra is in atomic units with $k_B=1$ and $\beta=1/T$; numbers are in eV and Å. The function $E=V_0(n_1+n_2)+V_1n_1n_2$ reproduces all four states if $V_0=E(10)$ and $V_1=E(11)-2V_0$.

The energies to be expanded come here from a model that stands in for a slab calculation. Each adsorbate binds with energy $\varepsilon_0$ and carries a dipole of relative size $x_i$, which costs $\kappa(x_i-1)^2/2$ to change and repels the others:

$$\mathcal E=\sum_i\Big[\varepsilon_0+\frac\kappa2(x_i-1)^2\Big]+\frac12\sum_{i\ne j}t_{ij}x_ix_j-wN_2 .$$

The sums run over occupied sites of a rigid square lattice of spacing $a$, $N_2$ counts second-neighbour pairs, and $t(r)=t_1(a/r)^3e^{-(r-a)/\lambda}$. The round parameters are $a=3$ Å, $\lambda=2$ Å, $t_1=0.10$, $\kappa=1$, $w=0.05$ and $\varepsilon_0=-0.50$ eV. Vibrations, relaxation and solvent are absent. Setting $\partial\mathcal E/\partial x_i=0$ gives $(\kappa+t)x=\kappa\mathbf 1$. The dipole terms expand to $\frac12x^T(\kappa+t)x-\kappa\sum_ix_i+\kappa N_a/2$ for $N_a$ adsorbates, and at the minimum the first term equals $\frac\kappa2\sum_ix_i$, so

$$E=N_a\varepsilon_0+\frac\kappa2\sum_i(1-x_i)-wN_2 .$$

For a pair, $x=\kappa/(\kappa+t)$ on both sites and the dipole energy is $\kappa(1-x)=\kappa t/(\kappa+t)$. First neighbours give $V_1=0.1/1.1=0.09091$ eV, and third neighbours (distance $2a$, $t_3=0.00279$ eV) give $V_3=0.00278$ eV.

Now fill three sites in a row, with end dipoles $u$ and middle dipole $v$. The equations are $1.00279u+0.1v=1$ and $0.2u+v=1$. Inserting $v=1-0.2u$ gives $u=0.9/0.98279=0.91576$ and $v=0.81685$, so the dipole energy is $\frac12(3-2.64837)=0.17582$ eV. The pairs account for $2(0.09091)+0.00278=0.18460$ eV. The remainder, $-0.00878$ eV, is a three-body term $V_{\rm line}n_1n_2n_3$.

Its origin shows in an expansion in $t/\kappa$. Iterating $x_i=1-\sum_jt_{ij}x_j/\kappa$ twice gives the dipole energy $\frac12\sum_{ij}t_{ij}-\frac1{2\kappa}\sum_i\big(\sum_jt_{ij}\big)^2+\dots$. The cross term $2t_{ij}t_{ik}$ in the square needs three occupied sites, and any of the three can be the centre:

$$V_{ijk}\approx-(t_{ij}t_{ik}+t_{ij}t_{jk}+t_{ik}t_{jk})/\kappa .$$

For the corner triplet (two first-neighbour legs, and $t_2=0.01899$ eV) this is $-(0.01+0.00380)=-0.01380$ eV, against $-0.01127$ eV from the full subtraction; the higher orders matter at $t_1/\kappa=0.1$. At a thousand times larger $\kappa$ the two were tested to agree within 0.1%.

The two-site system also shows the statistical mechanics. With $H=E-\mu\sum_in_i$ and $z=e^{\beta(\mu-V_0)}$, the grand partition function is $\Xi=1+2z+z^2e^{-\beta V_1}$. Given $n_2$, site 1 is occupied with probability $ze^{-\beta V_1n_2}/(1+ze^{-\beta V_1n_2})$, which needs no $\Xi$. Since $\partial z/\partial\mu=\beta z$, we get $T\,\partial_\mu\ln\Xi=(2z+2z^2e^{-\beta V_1})/\Xi=\langle n_1+n_2\rangle$. Sampling yields averages, averages are derivatives of $\ln\Xi$, and $\ln\Xi\approx2\ln(1+z)$ at small $z$ supplies the integration constant.

## The expansion in general

For $N$ sites write $E=\sum_\alpha V_\alpha\prod_{i\in\alpha}n_i$ over clusters $\alpha$. For the occupied set $S$ this reads $E(S)=\sum_{\alpha\subseteq S}V_\alpha$, which is solved by the Möbius values

$$V_\alpha=\sum_{S\subseteq\alpha}(-1)^{|\alpha|-|S|}E(S).$$

To verify, insert $E(S)=\sum_{\gamma\subseteq S}V_\gamma$. The coefficient of $V_\gamma$ is a signed sum over all $S$ between $\gamma$ and $\alpha$, equal to $(1-1)^{|\alpha|-|\gamma|}$, which is one for $\gamma=\alpha$ and zero otherwise. With all $2^N$ clusters the expansion is an identity. The approximation lies in truncating it.

Clusters related by lattice symmetry share one $V$. The pool here holds the ten orbits of up to four sites and diameter at most $2a$: the point, three pairs, the triplets corner (L in the output), line and wedge $\{(0,0),(1,1),(2,0)\}$, and the quadruplets square, tee (a line with one site beside its middle, T in the output) and diamond (the four neighbours of a site). For a periodic structure $s$, let $X_{sk}$ be the number of fully occupied clusters of orbit $k$ per site and $y_s$ the energy per site, with periodic images included in $t_{ij}$. Minimising $|y-XV|^2$ gives $X^TXV=X^Ty$, fitted values $\hat y=Qy$ with $Q=X(X^TX)^{-1}X^T$, and residuals $r=y-\hat y$.

## Cross-validation

Adding a column cannot raise the minimal residual, because the old fit remains available with a zero coefficient. The residual therefore cannot choose the clusters. Leave-one-out cross-validation predicts each structure from the others, and needs no refit. Let $p_s$ be the prediction for $s$ from the fit without $s$, and let $y'$ equal $y$ with $y_s$ replaced by $p_s$. The reduced fit minimises the sum over the other structures and leaves zero residual at $s$, so it is also the full fit to $y'$. Linearity gives $p_s=(Qy')_s=\hat y_s-Q_{ss}(y_s-p_s)$. Subtracting from $y_s$ gives $y_s-p_s=r_s+Q_{ss}(y_s-p_s)$, hence for $n$ structures

$$\mathrm{CV}^2=\frac1n\sum_s\Big(\frac{r_s}{1-Q_{ss}}\Big)^2 .$$

For a constant fitted to two values, $Q_{ss}=\frac12$ and $r=\pm(y_1-y_2)/2$, so the error is $y_1-y_2$, as it must be when each value predicts the other. The formula fails at $Q_{ss}=1$, where one structure alone fixes a parameter. It was tested against explicit refits.

The training set is the 74 distinct non-empty structures in cells of up to six sites, with Gaussian noise of 0.001 eV/site added to imitate convergence error. CV is minimised over the 34 sets that contain every subcluster of their members. Pairs alone give CV $=0.00219$ eV/site. The selected set omits square and diamond and gives 0.00088, all ten give 0.00089, and adding the fourth-neighbour pair leaves 0.00088. The need for many-body terms is clear; the choice among the last three sets is not resolved.

The score lies below the injected noise. For an adequate model it should lie above: with noise $\sigma$ a residual has variance $\sigma^2(1-Q_{ss})$, so a left-out error has variance $\sigma^2/(1-Q_{ss})$. The $Q_{ss}$ sum to the number of columns, so for all ten clusters the expected score is at least about $0.001/\sqrt{1-10/74}=0.00108$ eV/site. The full set, which involves no choice, scores 0.00089, or 17% less. A root mean square of 74 independent Gaussian draws scatters by $1/\sqrt{2\cdot74}\approx8\%$, so this is a favourable draw, at about two standard deviations. Taking the minimum over 34 sets also favours a set that suits the draw, but here it lowers the score only to 0.00088. An unbiased figure needs structures that took no part in the choice. The 190 structures of seven and eight sites that differ in coverage or energy, with the same noise, give 0.00102 eV/site, so the truncation error is not resolved above the noise.

The fitted values differ from the Möbius ones: $V_1=0.08854$ against 0.09091 eV, and the tee has 0.00236 against 0.00049 eV. A truncated fit projects omitted clusters and noise onto the retained columns. Both act here: the noise gives each fitted value a standard error of 0.001 to 0.002 eV (0.0014 eV for the tee), and without noise the same clusters still give a tee of 0.0014 eV, while CV would then keep the square. The fitted tee should not be read as a physical four-body energy.

A small average error does not guarantee the right ground states, so these are checked apart. At $T=0$ the stable structure minimises $e-\mu\theta$, with $e$ the energy and $\theta$ the coverage per site. The checkerboard c(2×2), at $\theta=\frac12$, beats a structure $s$ of lower coverage if $\mu>(e_c-e_s)/(\frac12-\theta_s)$, and one of higher coverage if $\mu<(e_s-e_c)/(\theta_s-\frac12)$. At equal coverage the lower energy decides; the windows below leave that case out. Per adsorbate it holds two second-neighbour pairs, two third-neighbour pairs and four wedges:

$$2e_c=-0.49831+2(-0.03180)+2(0.00311)+4(-0.00120)=-0.56049\ \text{eV}.$$

Among cells of up to eight sites the lower edge is set by the empty surface, $\mu_{\rm lo}=2e_c$, which was tested for both fit and reference. The upper edge, $-0.30309$ eV, equals $2(-0.43179+0.28024)$ and so is set by the full layer. The reference window is $[-0.55895,-0.30689]$ eV, so the edges are off by $-0.0015$ and $+0.0038$ eV.

## Sampling

$E$ is linear in each $n_i$, so $E=E(n_i{=}0)+h_in_i$, where $h_i$ sums $V_\alpha$ over clusters that contain $i$ and are otherwise full. The conditional probability generalises the two-site one:

$$P(n_i=1\mid\text{rest})=\frac1{1+e^{\beta(h_i-\mu)}} .$$

Drawing $n_i$ from it preserves $\pi\propto e^{-\beta H}$: the rest keeps its distribution, and $\pi(\text{rest})P(n_i|\text{rest})=\pi$. With diameter at most $2a$, $h_i$ depends on 12 neighbours and is stored in a table of $2^{12}$ entries. Colour the sites so that no two of one colour are among each other's 12 neighbours. No term of $H$ then contains two of them, their joint conditional probability factorises, and a whole colour is redrawn at once. A sweep over colours is a product of moves that each preserve $\pi$, and every state is reachable since $0<P<1$. Recorded are $\theta$, $E$ and the order parameter $m=\sum_i(-1)^{x_i+y_i}n_i/N$, with $(x_i,y_i)$ now the integer site coordinates; $m=\pm\frac12$ in the two checkerboards.

For an ideal gas reservoir $\mu=\mu^\circ+T\ln(p/p^\circ)$. For a monovalent anion that gives its electron to an electrode at potential $u$, the electron's chemical potential $-u$ is subtracted, and $\mu=\mu^\circ+T\ln a_-+u$ at activity $a_-$.

## Thermodynamic integration

Define $\phi=-(T/N)\ln\Xi$ with $\Xi=\sum e^{-\beta H}$. Differentiating under the sum, $\partial_\mu\ln\Xi=\beta N\langle\theta\rangle$ and $\partial_\beta\ln\Xi=-\langle H\rangle$, so

$$\frac{\partial\phi}{\partial\mu}=-\langle\theta\rangle,\qquad\frac{\partial(\beta\phi)}{\partial\beta}\Big|_\mu=\frac{\langle H\rangle}N .$$

Four anchors fix the constant. At $\beta=0$ all $2^N$ states weigh one and $\beta\phi=-\ln2$. The others treat rare excitations of a known state as independent, so that each site contributes a factor one plus its Boltzmann weight, with errors of second order in that weight:

$$\phi_{\rm gas}=-T\ln(1+z),\qquad\phi_{\rm full}=e_{1\times1}-\mu-T\ln\big(1+e^{\beta(h_f-\mu)}\big),$$

$$\phi_{\rm ord}=e_c-\frac\mu2-\frac T2\Big[\ln\big(1+e^{\beta(h_o-\mu)}\big)+\ln\big(1+e^{\beta(\mu-h_e)}\big)\Big].$$

Removing an atom changes $H$ by $\mu-h$ and adding one by $h-\mu$; $h_f$, $h_o$, $h_e$ are the fields in the full layer and on occupied and empty checkerboard sites, each half of the lattice. $\phi_{\rm ord}$ describes one checkerboard; counting both adds $-T\ln2/N$.

The smallest complete test is the 4×4 torus, where all $2^{16}$ states can be summed. Sampled $\theta$, $m^2$ and $E$ were tested against the sum at each state point, and both paths against $\ln\Xi$. At 600 K ($k_BT=0.05170$ eV) and $\mu=-0.430$ eV the sum gives $-0.06844$ eV/site, the $\mu$ path (cubic spline of $\langle\theta\rangle$) $-0.06855$, and the $\beta$ path (Gauss–Legendre nodes) $-0.06844$.

Larger systems are checked with a transfer matrix on a cylinder of circumference $W=6$. Clusters span at most three rows, so a state is a pair of rows, and the element from $(r_0,r_1)$ to $(r_1,r_2)$ is $e^{-\beta H_3}$. A cluster of height $g$ rows lies in $4-g$ three-row windows and enters $H_3$ with weight $1/(4-g)$, so it is counted once in total. For $M$ rows $\Xi$ is the trace of the $M$-th power, and $\phi=-(T/W)\ln\lambda_0$ as $M\to\infty$, with $\lambda_0$ the largest eigenvalue.

## The isotherm at 600 K

On a 12×12 torus the coverage is 0.0238 at $\mu=-0.69$ eV, 0.1913 at $-0.57$, 0.4843 at $-0.45$, 0.5844 at $-0.33$ and 0.9772 at $-0.21$ eV. The mean $|m|$ is 0.010, 0.059, 0.472, 0.385 and 0.010, so the layer orders between $-0.57$ and $-0.45$ eV and disorders between $-0.33$ and $-0.21$ eV. The transfer matrix agrees within 0.0012 except at $-0.33$ eV, where it gives 0.5997. That partly ordered point was excluded from the test in advance by its $|m|$: near a transition the coverage depends on the size and shape of the system. The cylinder places the 600 K transition near $-0.323$ eV, and its coverage at $-0.33$ eV falls with width: 0.606, 0.600, 0.596 and 0.593 for $W=4$, 6, 8 and 10. Neither value at this point is converged in size.

Integration starts at $-0.85$ eV, where $z=e^{-0.35169/0.05170}=0.0011$ and $\phi=-0.000057$ eV/site. At $+0.05$ eV it arrives at $-0.48187$, against the hole anchor $-0.43179-0.05=-0.48179$ (the hole term, with $h_f=-0.40903$ eV, is below $10^{-5}$). A sampled $\langle\theta\rangle$ that overshot a first-order step on a metastable branch would spoil this closure by the step height times the overshoot. The mismatch is 0.00008 eV/site out of 0.48.

At $\mu=-0.430$ eV the path gives $-0.06646$ and the cylinder $-0.06624$ eV/site. The torus contains both checkerboards, worth $-T\ln2/144=-0.00025$ eV/site, while on the infinite cylinder the factor two is divided by $MW$. This matches the difference of $-0.00022$ within the closure error. For 4×4 the same term is $-0.00224$, and $-0.06624-0.00224=-0.06848$ lies close to the enumerated value.

## Continuous lines need scaling

At a continuous transition the ordered state turns into the disordered one, so there is a single branch of $\phi$ and nothing to intersect. Thermodynamic integration passes through such a line, but gives no crossing of branches to locate it by. The Binder cumulant supplies a crossing of another kind:

$$U_L=1-\frac{\langle m^4\rangle}{3\langle m^2\rangle^2}.$$

For sharp order $m=\pm m_0$ it is $\frac23$; for Gaussian $m$, $\langle m^4\rangle=3\langle m^2\rangle^2$ and it is zero. The finite-size scaling hypothesis takes the distribution of $m$ to depend on size through a scale factor and the ratio $L/\xi$, with $\xi$ the correlation length. The scale factor cancels in $U_L$, so curves for two sizes cross where $\xi$ diverges, up to corrections to scaling. One run at $\beta$ serves nearby $\beta'$, since multiplying and dividing the weight by $e^{-\beta H}$ gives $\langle A\rangle_{\beta'}=\langle Ae^{-(\beta'-\beta)H}\rangle_\beta/\langle e^{-(\beta'-\beta)H}\rangle_\beta$. This holds in practice while $|\beta'-\beta|$ times the spread of $H$ is of order one or less. Errors come from a jackknife over blocks of independent replicas.

On the cylinder a checkerboard turns into its partner after one row, so staggered order shows as a negative eigenvalue $\lambda_-$, and correlations decay as $(|\lambda_-|/\lambda_0)^M$. Conformal invariance gives $W\ln(\lambda_0/|\lambda_-|)=2\pi x$ at criticality, with $x=\frac18$ in the Ising class, which a twofold order parameter suggests. This criterion is an input here, tested on a solvable case. With $V_1$ alone, $n=(1+s)/2$ turns $V_1n_in_j$ into $\frac{V_1}4(1+s_i+s_j+s_is_j)$. Each spin has four bonds, so its linear coefficient is $\frac{V_0-\mu}2+V_1$, which vanishes at $\mu=V_0+2V_1$. Flipping one sublattice leaves an Ising ferromagnet with $K=\beta V_1/4$. Its high-temperature series sums closed loops with weight $\tanh K$ per bond, and its low-temperature series sums closed domain walls with weight $e^{-2K}$ per bond. A single transition must lie at $\tanh K=e^{-2K}$. With $b=e^{-2K}$ this is $(1-b)/(1+b)=b$, so $b=\sqrt2-1$ and $T_c=V_1/[2\ln(1+\sqrt2)]$. For $V_1=0.1$ eV this is 658.3 K, and the criterion gives 657.1 K, 0.2% lower.

For the fitted expansion the crossings of $L=8$ and 16 are:

| $\mu$ (eV) | $T_c$, Monte Carlo (K) | $k_BT_c$ (eV) | $T_c$, cylinder (K) |
|---|---|---|---|
| $-0.5090$ | $644\pm4$ | 0.0555 | 637 |
| $-0.4318$ | $805\pm4$ | 0.0693 | 803 |
| $-0.3546$ | $745\pm2$ | 0.0642 | 734 |

The runs were centred on the cylinder values, and agreement was tested within 2% plus three standard errors. The last gap, 11 K or 1.5%, is about five standard errors and so unlikely to be statistical. The cumulants at the crossings, 0.596, 0.605 and 0.584, would coincide for large sizes in one universality class. The cylinder width is not the cause: at $W=10$ the criterion gives 636, 802 and 733 K, and the crossings of $W\ln(\lambda_0/|\lambda_-|)$ for $W=8$ and 10, which assume no value of $x$, lie near 634, 802 and 731 K. The crossings of $L=8$ and 16 therefore lie above $T_c$ by up to about 12 K, and their quoted errors are statistical only. Corrections to scaling at these small sizes could account for both facts, but larger boxes were not run.

The outer points lie symmetrically in the $T=0$ window, yet differ by 100 K. Many-body terms break the particle–hole symmetry. Two vacancies at second-neighbour distance cost $2(\mu-h_o)$ plus the clusters containing both, which $2h_o$ counts twice: $V_2+4V_{\rm wedge}=-0.0366$ eV. Two added atoms at that distance share two corners, $V_2+2V_{\rm corner}=-0.0535$ eV; a tee has three sites on one sublattice and cannot contribute. Single defects differ too: with the fields given below, a vacancy costs $\mu-h_o=0.118$ eV at $-0.5090$ eV, and an added atom costs $h_e-\mu=0.162$ eV at $-0.3546$ eV. How the higher $T_c$ on the dense side divides between this larger defect cost and the stronger pair attraction was not determined.

## First-order line by crossing branches

At 130 K ($k_BT=0.01120$ eV) a 12×12 box started empty stays a gas, and one started ordered stays ordered, slightly past $\mu_{\rm lo}$; this was tested for every replica. Each branch has its own anchor: $-0.0000002$ eV/site at $-0.62049$ eV, and $-0.280243+0.49049/2=-0.03500$ eV/site at $-0.49049$ eV, where defects are negligible. The gas is integrated upward, the ordered phase downward as $\phi(\mu)=\phi(\mu_1)+\int_\mu^{\mu_1}\theta\,d\mu'$ from its anchor $\mu_1$, and coexistence is $\phi_{\rm gas}=\phi_{\rm ord}$. The result is $\mu_{\rm coex}=-0.560419$ eV, with coverages 0.0052 and 0.4984.

The cylinder check uses three states: the gas and the two checkerboards. The antisymmetric checkerboard combination has eigenvalue $-\lambda_o$ and by symmetry does not mix with the gas. The symmetric one mixes with it, but the trace of their $2\times2$ block survives, so the two largest positive eigenvalues obey $\lambda_0+\lambda_2=\lambda_g+\lambda_o$. If direct tunnelling between checkerboards and all other states are neglected, $\lambda_g=\lambda_o$ becomes $\lambda_0+\lambda_2=2|\lambda_-|$. This gives $-0.560418$ eV.

The shift of 0.000067 eV from $\mu_{\rm lo}=-0.560485$ eV follows by hand. To first order $\phi_{\rm gas}=-Tz$ and $\phi_{\rm ord}=\frac12(\mu_{\rm lo}-\mu)-\frac T2z_v$, with $z_v=e^{\beta(h_o-\mu)}$; added atoms, at $h_e=-0.19254$ eV, are frozen out. Equating gives $\mu-\mu_{\rm lo}=T(2z-z_v)$. Here $z=e^{-0.06218/0.01120}=0.0039$ and, with $h_o=-0.62748$ eV, $z_v=e^{-0.06699/0.01120}=0.0025$, so the shift is 0.000059 eV. It is positive because $2z>z_v$: the factor two arises because gas atoms may use both sublattices and vacancies only one, and here $z$ exceeds $z_v$ even without it. At second order $\ln\Xi$ gains $z^2(e^{-\beta V}-1)$ per pair of sites, the pair's weight minus the product already counted. Second-neighbour pairs, two per site, dominate. They add $2z^2(e^{2.84}-1)=0.00049$ to $z$ and $2z_v^2(e^{3.27}-1)=0.00032$ to $z_v$, which raises the shift by $0.0112(0.00098-0.00032)=0.000007$ to 0.000066 eV. The other second-order terms lower this to 0.000065 eV, and higher orders are left out, so the last digit is not fixed by this estimate.

These digits describe the fitted Hamiltonian. Its $\mu_{\rm lo}$ differs from the reference by $-0.00153$ eV, 23 times the thermal shift, which is a factor $e^{0.00153/0.01120}=1.15$ in coexistence pressure. From the fit alone, the model's line is known to $-0.560$ eV, with the last digit uncertain by one or two units, and more sampling would not improve it. Without noise the same clusters give $\mu_{\rm lo}=-0.5603$ eV, so most of this error is truncation, even though truncation is hidden below the noise in the average score. The reference edge, which is available here, places it near $-0.559$ eV.

Branch crossing fails once a branch decays within a run, which is to be expected if the coverage gap closes on heating. The gas boundary is first order at 130 K. At 644 K the cumulant crossing and the Ising criterion on the cylinder differ by only 7 K, which suggests a continuous transition but does not establish its class. If it is continuous there, the character changes at some point between, which was not located. Near it neither anchored branches nor the value $x=\frac18$ can be relied on. The whole construction also presumes that adsorbates stay on the lattice sites, and that no ordered phase with a cell larger than eight sites undercuts the structures compared. The fitted and sampled values are listed in the numerical output below.

## Calculated quantities

```
a = 3.0 A, lam = 2.0 A, t1 = 0.1 eV, kappa = 1.0 eV
w = 0.05 eV, eps0 = -0.5 eV, noise = 0.001 eV/site
t2 = 0.01899 eV, t3 = 0.00279 eV, t4 = 0.00140 eV
second-order L triplet = -0.01380 eV
structures: train 74, hold-out 190; closed cluster sets 34
pairs only: RMS 0.00205, CV 0.00219 eV/site
selected: RMS 0.00080, CV 0.00088 eV/site
all ten: RMS 0.00079, CV 0.00089 eV/site
selected+pair4: RMS 0.00079, CV 0.00088 eV/site
hold-out RMS = 0.00102 eV/site
V[point] x1/site: fit -0.49831, Mobius -0.50000 eV
V[pair1] x2/site: fit +0.08854, Mobius +0.09091 eV
V[pair2] x2/site: fit -0.03180, Mobius -0.03136 eV
V[pair3] x2/site: fit +0.00311, Mobius +0.00278 eV
V[L] x4/site: fit -0.01086, Mobius -0.01127 eV
V[line] x2/site: fit -0.00717, Mobius -0.00878 eV
V[wedge] x4/site: fit -0.00120, Mobius -0.00045 eV
V[square] x1/site: fit +0.00000, Mobius +0.00348 eV
V[T] x4/site: fit +0.00236, Mobius +0.00049 eV
V[diamond] x1/site: fit +0.00000, Mobius +0.00003 eV
c(2x2) window T=0: CE [-0.56049, -0.30309], reference [-0.55895, -0.30689] eV
T = 600 K, kT = 0.05170 eV, mu_mid = -0.430 eV
4x4 phi(mu_mid): exact -0.06844, TI-mu -0.06855, TI-beta -0.06844 eV/site
nearest-neighbour gas V1 = 0.1 eV: Tc TM 657.1 K, Onsager 658.3 K
mu -0.81 eV: theta MC 0.0025, TM 0.0024, <|m|> 0.002
mu -0.69 eV: theta MC 0.0238, TM 0.0239, <|m|> 0.010
mu -0.57 eV: theta MC 0.1913, TM 0.1925, <|m|> 0.059
mu -0.45 eV: theta MC 0.4843, TM 0.4838, <|m|> 0.472
mu -0.33 eV: theta MC 0.5844, TM 0.5997, <|m|> 0.385
mu -0.21 eV: theta MC 0.9772, TM 0.9772, <|m|> 0.010
mu -0.09 eV: theta MC 0.9979, TM 0.9979, <|m|> 0.002
mu +0.03 eV: theta MC 0.9998, TM 0.9998, <|m|> 0.000
TI from mu -0.85 eV, anchor -0.000057 eV/site
e(1x1) = -0.43179 eV/site, removal field = -0.40903 eV
closure at mu 0.05 eV: TI -0.48187, hole limit -0.48179 eV/site
phi(mu_mid): TI -0.06646, TM -0.06624 eV/site
mu -0.5090 eV: Tc MC 644+-4 K (kT 0.0555 eV), TM 637 K, U* 0.596
mu -0.4318 eV: Tc MC 805+-4 K (kT 0.0693 eV), TM 803 K, U* 0.605
mu -0.3546 eV: Tc MC 745+-2 K (kT 0.0642 eV), TM 734 K, U* 0.584
T = 130 K, kT = 0.01120 eV; e(c2x2) = -0.280243 eV/site
c(2x2) fields: occupied -0.62748 eV, empty -0.19254 eV
anchors: gas mu -0.62049 eV phi -0.0000002; ordered mu -0.49049 eV phi -0.035000 eV/site
mu_coex: TI -0.560419 eV, TM -0.560418 eV, T=0 value -0.560485 eV
shift from T=0: TI 0.000067 eV, TM 0.000067 eV; fit error -0.00153 eV
at coexistence: theta gas 0.0052, ordered 0.4984, phi -0.000050 eV/site
```
